# Inductive Substituents and the Hückel Gap of Alternant Hydrocarbons, part 2

How does a weak substituent change the HOMO–LUMO gap $G$ of anthracene, a resist chromophore? In the Hückel model used here, each of the $N$ conjugated carbons has one orthonormal π orbital. The unperturbed matrix $H_0$ has zero diagonal and elements $-t$ on bonds. Energies are in eV. A substituent on atom $r$ adds $V = \delta P$, where the only nonzero element of $P$ is $P_{rr} = 1$; a donor has $\delta > 0$.

The conditions of Part 1 are an alternant molecule (two sets of atoms, every bond between sets), neutral and closed-shell, with equal unperturbed site energies, a nonzero gap and nondegenerate HOMO and LUMO. With $\Gamma$ diagonal, $+1$ on one set and $-1$ on the other, $\Gamma H_0 \Gamma = -H_0$. Levels therefore pair as $\pm\varepsilon$, with equal squared coefficients on each atom.

A nondegenerate level with coefficients $c_r$ moves by $c_r^2\delta$ at first order, so the gap slope is $c_{rL}^2 - c_{rH}^2$ ($H$: HOMO, $L$: LUMO). Under the conditions above, $c_{rH}^2 = c_{rL}^2 \equiv a_r$, the slope is zero, $G(\delta) = G(-\delta)$, and

$$G = G_0 + g_2\delta^2 + O(\delta^4), \qquad g_2 = 2a_r\left[\frac{a_r}{2\varepsilon_L} - \sum_k \frac{2\varepsilon_L\, a_{rk}}{\varepsilon_k^2 - \varepsilon_L^2}\right].$$

The first term is the HOMO–LUMO repulsion. The second comes from the outer pairs $\pm\varepsilon_k$, with squared coefficients $a_{rk}$. For several substituents $\delta_r$, with $V_{jL} = \sum_r \delta_r c_{rj} c_{rL}$,

$$\Delta G^{(2)} = 2\sum_{j\ne L} \frac{V_{jL}^2}{\varepsilon_L - \varepsilon_j}.$$

For anthracene with equal bonds, write $\varepsilon = -tx$; then $x$ times the coefficient on an atom equals the sum over its neighbours. The HOMO has $x = \sqrt{2} - 1 = 0.414$ and the LUMO $x = -0.414$. Both have $a_9 = 0.193$, $a_1 = a_9/2 = 0.097$ and $a_2 = a_9/4 = 0.048$ on C9, C1 and C2.

### A weak donor at C9

The value $t = 4.0$ eV is chosen so that the bare gap falls near the first absorption band of anthracene. It is an effective parameter that absorbs part of the electron repulsion, not a prediction. Then $\varepsilon_L = 0.4142 \times 4.0 = 1.657$ eV and

$$G_0 = 2 \times 1.657 = 3.314\ \text{eV},$$

which corresponds to 374.2 nm. The donor has $\delta = +0.40$ eV. At first order each frontier level rises by

$$a_9\delta = 0.1934 \times 0.40 = 0.0774\ \text{eV}.$$

Diagonalization of the perturbed matrix gives 0.0763 eV for the HOMO and 0.0782 eV for the LUMO. Their mean is 0.0773 eV, close to the first-order value, and their difference is the change of the gap.

The HOMO–LUMO part of $g_2$ is $a_9^2/\varepsilon_L = 0.0374/1.657 = 0.0226$ eV$^{-1}$. The outer-level sum, evaluated with the orbitals from diagonalization, is $-0.0107$ eV$^{-1}$. Therefore $g_2 = 0.0119$ eV$^{-1}$ and

$$g_2\delta^2 = 0.0119 \times 0.160 = 0.0019\ \text{eV}.$$

The full gap change is 1.89 meV, against 1.90 meV at second order. It moves the gap wavelength by $-0.21$ nm, to the blue. Had the HOMO alone been moved by 0.0774 eV, the gap would have shrunk to 3.236 eV and the wavelength would have grown by about 9 nm. That figure measures the error of freezing the LUMO.

The position matters for both size and sign. With $t$ and $\delta$ held fixed:

| Position | Common shift $a_r\delta$ (meV) | $g_2\delta^2$ (meV) |
|---|---:|---:|
| C1 | 38.7 | $-0.95$ |
| C2 | 19.3 | $-0.81$ |
| C9 | 77.4 | $+1.90$ |

At C1 and C2 the outer levels outweigh the HOMO–LUMO repulsion, whose strength grows as $a_r^2$. At C9 the repulsion is larger. All three gap changes are below 2 meV, while the common shifts are tens of meV. Within the orbital picture, such a substituent changes the energies for removing and adding an electron more than it changes the gap. This matters if the dye is also meant to transfer an electron to another resist component.

At fixed $\delta$ the second-order change scales as $1/t$, because $t$ sets all the energy denominators. The common first-order shift does not depend on $t$.

### One-electron effects left out

The small inductive result makes it necessary to size the neglected terms. In each case below $t = 4.0$ eV is kept fixed and the matrix is diagonalized. Where a term makes the gap uneven in $\delta$, the quantity quoted is the odd part,

$$G_{\text{odd}} = \tfrac{1}{2}\left[G(\delta) - G(-\delta)\right], \qquad \delta = 0.40\ \text{eV}.$$

**Overlap.** Let neighbouring orbitals have overlap $s = 0.25$, so that $S = 1 + sA$, where $A$ has ones on bonds. The problem becomes $Hc = \varepsilon S c$ with unperturbed $H = -tA$. An eigenvector of $A$ with eigenvalue $x$ remains a solution, but normalization with $S$ divides its squared coefficients by $1 + sx$. If the perturbation is purely on-site, the first-order shift is $a_r\delta/(1+sx)$. The HOMO has $x = 0.414$ and the LUMO $x = -0.414$, so

$$\Delta G^{(1)} = 0.0774\left[\frac{1}{0.896} - \frac{1}{1.104}\right] = 0.016\ \text{eV}.$$

The odd part from diagonalization is also 16 meV, about nine times the inductive change without overlap.

This number depends on what the perturbation does to the charge between atoms. In the Mulliken approximation an overlap density is shared equally between its two atoms, which gives $V = \delta(PS + SP)/2$. Let $\tilde c = c/\sqrt{1+sx}$ be the normalized orbital. Since $S\tilde c = (1+sx)\tilde c$,

$$\tilde c^T V \tilde c = \delta\,\tilde c_r (S\tilde c)_r = \delta(1+sx)\frac{c_r^2}{1+sx} = a_r\delta.$$

The equal shifts return. With equal bonds and $S = 1 + sA$, overlap thus creates no linear gap change if $V$ has the Mulliken form, while it does with a purely on-site perturbation. The cancellation needs $S$ and $H$ to share their eigenvectors: with $t$ larger by 10% on the four bonds of the C1–C2 type and $s$ uniform, the Mulliken form gives an odd part of $-3$ meV. Other forms of $V$ also give a linear term: if the off-diagonal part of the Mulliken form is multiplied by 1.75, as in the Wolfsberg–Helmholz rule, the odd part is $-12$ meV. An implementation with a nonorthogonal basis must state which form of $V$ it uses.

**Second neighbours.** A coupling $-t_2$ between atoms two bonds apart joins atoms of the same set. The transformation with $\Gamma$ leaves its sign unchanged, so pairing is broken. For $t_2 = 0.40$ eV, one tenth of $t$, the odd part is $-4.6$ meV.

**Altered bonds.** Suppose the substituent strengthens the two bonds at C9 by $\Delta t$. The first-order energy change of an orbital is $-2\Delta t\, c_r\sum_s c_s$, with the sum over the neighbours of $r$. That sum is $xc_r$, so the change is $-2\Delta t\, x a_r$. It lowers the HOMO and raises the LUMO, and the gap grows by $4(0.414)a_r\Delta t$. For a 2% change, $\Delta t = 0.08$ eV and

$$\Delta G^{(1)} = 4 \times 0.414 \times 0.193 \times 0.08 = 0.026\ \text{eV}.$$

Diagonalization gives 25 meV. A bond perturbation distinguishes the HOMO from the LUMO because it acts on interference rather than on density.

**Conjugation.** A methyl-like group can donate through a filled orbital of π symmetry. Place this orbital at $\varepsilon_X = -8.0$ eV and couple it to C9 by $\kappa = 2.5$ eV. These are round model values, and here $\delta$ is set to zero to isolate the effect. The enlarged system has 15 orbitals and 16 electrons, so it is no longer half filled. Second-order perturbation theory raises each frontier level by $\kappa^2 a_9/(\varepsilon_i - \varepsilon_X)$:

$$\Delta\varepsilon_H = \frac{6.25 \times 0.1934}{6.343} = 0.191\ \text{eV}, \qquad \Delta\varepsilon_L = \frac{6.25 \times 0.1934}{9.657} = 0.125\ \text{eV}.$$

The HOMO is nearer to the substituent orbital and is pushed up more. The estimated gap change is $-65$ meV. Diagonalization gives $-53$ meV, so the estimate is about 23% too large relative to the full result. The wavelength grows by 6.1 nm. For these parameters conjugation changes the gap some 28 times more than the inductive term does when acting alone, and in the opposite direction. The two effects do not simply add. With the substituent orbital present, pairing is broken and the site energy acts linearly: $\delta = +0.40$ eV raises the gap by 10.7 meV and $\delta = -0.40$ eV lowers it by 7.1 meV. With both conjugation and the donor $\delta$ the wavelength grows by 4.9 nm.

### Electron repulsion

An optical transition is not an orbital-energy difference when electrons repel each other. The Pariser–Parr–Pople (PPP) model includes this repulsion in the form

$$\hat H = \hat T + \delta\,\hat n_r + \tfrac{1}{2}\sum_{mn}\gamma_{mn}(\hat n_m - 1)(\hat n_n - 1).$$

Here $\hat T$ contains the hopping terms $-t\,\hat c^\dagger_{m\sigma}\hat c_{n\sigma}$ on bonds, $\hat n_m$ counts the π electrons on atom $m$, and $\gamma_{mn}$ is the repulsion between atoms. Subtracting 1 accounts for the positive core of each carbon.

Exchange particles and holes by $\hat c_{m\sigma} \to \Gamma_{mm}\hat c^\dagger_{m\sigma}$. A hopping term between different sets becomes

$$\hat c^\dagger_{m\sigma}\hat c_{n\sigma} \to -\hat c_{m\sigma}\hat c^\dagger_{n\sigma} = \hat c^\dagger_{n\sigma}\hat c_{m\sigma}.$$

The minus sign comes from $\Gamma_{mm}\Gamma_{nn} = -1$, and anticommutation of the two operators removes it. The result is the reverse hop, which is also in $\hat T$, so $\hat T$ is unchanged. Each $\hat n_m$ becomes $2 - \hat n_m$, so $\hat n_m - 1$ changes sign and the repulsion is unchanged. The substituent term becomes $2\delta - \delta\hat n_r$. Therefore

$$\hat H(\delta) \to \hat H(-\delta) + 2\delta.$$

The exchange turns $N$ electrons into $2N - N = N$, so neutral states map to neutral states. The constant $2\delta$ is common to all of them and drops out of excitation energies. The set of neutral excitation energies is thus even in $\delta$ within this model, and a nondegenerate excitation from a nondegenerate ground state has no linear shift.

A numerical illustration uses regular hexagons with 1.40 Å bonds, $t = 2.4$ eV, and the Ohno form

$$\gamma_{mn} = \frac{U}{\sqrt{1 + (UR_{mn}/K)^2}}, \qquad U = 11.0\ \text{eV}.$$

Here $R_{mn}$ is the interatomic distance and $K = e^2/4\pi\varepsilon_0 = 14.4$ eV Å. Self-consistent restricted Hartree–Fock orbitals are followed by configuration interaction among all single excitations. The orbital gap is 7.3 eV, but the singlet excitation with the largest HOMO-to-LUMO weight, 0.83, lies at 3.42 eV, or 363 nm. The large difference shows that a Hartree–Fock orbital gap must not be used as the absorption energy.

For $\delta = \pm 0.40$ eV at C9 the odd part of the shift is 0.086 eV for both the HOMO and the LUMO. This is about 12% above the Hückel shift; the calculation does not separate the effect of the changed orbitals from that of the rearranged charge. The excitation energy rises by 1.3 meV for either sign of $\delta$. Neither the size nor the sign of this shift is converged. With single excitations and the Mataga–Nishimoto form $\gamma_{mn} = K/(R_{mn} + K/U)$ the shift is $-2.1$ meV. With the Ohno form and double excitations included by equation-of-motion coupled cluster (EOM-CCSD), the excitation lies at 3.62 eV and shifts by $-7.7$ meV. In each case the shift is the same for both signs of $\delta$ and stays below 10 meV.

### Comparison with a real dye

The first absorption band of anthracene begins at roughly 380 nm, in the near ultraviolet, not far from the 365 nm mercury line used for lithography. A methyl group at C9 moves it to the red by roughly 10 nm. The inductive Hückel model gives 0.2 nm to the blue, so it fails in both sign and size; with electron repulsion the sign depends on the treatment, but the shift stays below 1 nm. One assumption that may be at fault is that the substituent has no orbital of its own: the conjugative model moves the gap by 6 nm to the red. This shows that conjugation can produce a shift of the right direction and order of magnitude. It does not show that conjugation is the cause, since the coupling and the energy of the substituent orbital were chosen, not determined, and a bond change of 2% alone moves the gap by 25 meV. The value $t = 4.0$ eV is well above the 2.4 eV used with explicit repulsion because it was chosen to place the orbital gap itself at the optical band; with $t = 2.4$ eV the Hückel gap would be only $0.828 \times 2.4 = 2.0$ eV. Vibrational structure, σ electrons and the polymer film are absent from all these calculations, and double excitations from all but the coupled-cluster values. Near 250 nm anthracene absorbs through a different, stronger band, for which the Hückel HOMO–LUMO gap is not a guide.

### Use in an implementation

1. Check that all site energies are equal before the substituent is added; a heteroatom or an earlier substituent makes them unequal. Then try to divide the atoms into two sets with every bond between sets. If either check fails, or if the system is charged, compute $c_{rL}^2 - c_{rH}^2$ for nondegenerate frontier levels; a linear gap change is to be expected unless this difference happens to vanish. If a frontier level is degenerate, diagonalize the perturbed matrix for both signs of $\delta$.
2. Check the spacing between each frontier level and its neighbours. If it is not large compared with $|\delta|$, diagonalize the perturbed matrix instead of using $g_2$.
3. For one weak site perturbation, use $a_r\delta$ for the common level shift and $g_2\delta^2$ for the gap. For several, use the matrix elements $V_{jL}$ so that cross terms are kept.
4. In an orthogonal nearest-neighbour model that meets the conditions of Part 1, compare $G(\delta)$ with $G(-\delta)$. A difference beyond rounding error signals a faulty matrix or electron count.
5. If the purpose is to predict a colour shift, include the substituent orbital and any change of the adjacent bonds before refining the inductive term.
